# Wannier-centre shift and electronic Born charge in a Rice-Mele chain

## The problem

A chain of period $a$ has two sites per cell, each with one orbital. At rest, site A of cell $j$ sits at $ja-a/2$ and site B at $ja$, so all bonds have length $a/2$. The site energies are $+\Delta$ on A and $-\Delta$ on B, with $\Delta>0$. Neighbours are joined by a hopping matrix element $-t(l)$ that depends on the bond length $l$. Write

$$t_0=t(a/2),\qquad \alpha=-\frac{dt}{dl}\Big|_{l=a/2}>0 .$$

The orbitals are orthonormal and move rigidly with their sites, and the position operator is diagonal in them. Electrons do not interact, the lower band is full and the upper one empty. The period $a$ is held fixed, and there is no macroscopic electric field.

Sublattice B is now moved by $u$.

1. Find the Wannier centre $w$ of the lower band as a function of $u$.
2. Find $dw/du$ at $u=0$, and from it the electronic Born charge of B when each band state holds two electrons.
3. How does this charge behave when $\Delta\ll 2t_0$, and which states are responsible?
4. Evaluate the results for $a=0.25$ nm, $t_0=2.5$ eV, $\alpha=40$ eV/nm and $\Delta=1.5$ eV.

## Hints

**Hint 1.** Moving B does two things: it carries along the charge that sits on B, and it changes the two hoppings in opposite directions. Keep the two effects apart.

**Hint 2.** Use Bloch sums whose phase factors contain the cell position $ja$ alone. The orbital positions then enter multiplied by the band's weights on A and B, and the rest of the centre is a Berry phase.

**Hint 3.** The phase of the off-diagonal element is ill-defined where that element vanishes. Use $|f|^2=(\varepsilon-\Delta)(\varepsilon+\Delta)$ to remove the apparent singularity before differentiating.

**Hint 4.** For small $\Delta$, ask where in the Brillouin zone the gap is smallest.

## Solution

### The lower band

The bond inside a cell has length $a/2+u$, and the bond from B to the next A has length $a/2-u$. Their hoppings are

$$t_1=t(a/2+u),\qquad t_2=t(a/2-u).$$

Site A of cell 0 is joined to B of cell 0 by $-t_1$ and to B of cell $-1$ by $-t_2$. With Bloch sums $\sum_j e^{ikja}|j,s\rangle$ the Hamiltonian is therefore

$$H=\begin{pmatrix}\Delta&-f\\-f^*&-\Delta\end{pmatrix},\qquad f=t_1+t_2e^{-ika}.$$

Its eigenvalues are $\pm\varepsilon$ with $\varepsilon^2=\Delta^2+|f|^2$. For the lower state the first row reads $(\Delta+\varepsilon)c_A=f\,c_B$. Choose $c_B$ real and positive. Then $c_A$ has the phase $\phi=\arg f$, and

$$\frac{|c_A|^2}{|c_B|^2}=\frac{|f|^2}{(\varepsilon+\Delta)^2}=\frac{\varepsilon-\Delta}{\varepsilon+\Delta}.$$

Normalization gives the weights

$$n_A=\frac{\varepsilon-\Delta}{2\varepsilon},\qquad n_B=\frac{\varepsilon+\Delta}{2\varepsilon}.$$

Since $c_A=f c_B/(\varepsilon+\Delta)$ and the denominator never vanishes for $\Delta>0$, this choice of phase is smooth and periodic in $k$.

### The Wannier centre

Let $\langle F\rangle=(a/2\pi)\int F\,dk$ denote the average over the zone. The Wannier function has amplitude $W_s(j)=\langle e^{ikja}c_s\rangle$ on orbital $s$ of cell $j$. Because $ja\,e^{ikja}=-i\,\partial_k e^{ikja}$, an integration by parts gives

$$ja\,W_s(j)=\langle e^{ikja}\,i\partial_kc_s\rangle .$$

The boundary term vanishes by periodicity. Parseval's theorem then yields

$$\sum_j|W_s(j)|^2=\langle n_s\rangle\equiv N_s,\qquad \sum_j ja|W_s(j)|^2=\langle c_s^*\,i\partial_kc_s\rangle .$$

For B, $c_B$ is real, so the second expression is the integral of a total derivative and is zero. For A, $c_A=\sqrt{n_A}\,e^{i\phi}$ gives $c_A^*i\partial_kc_A=\tfrac i2\partial_kn_A-n_A\phi'$, and the first term integrates to zero. Adding the positions $-a/2$ and $u$ of the orbitals within the cell,

$$w=-\frac a2N_A+uN_B-\langle n_A\phi'\rangle .$$

The phase derivative is $\phi'=\mathrm{Im}(f'f^*)/|f|^2$. With $f'=-iat_2e^{-ika}$,

$$f'f^*=-ia\,(t_2^2+t_1t_2e^{-ika}),\qquad \mathrm{Im}(f'f^*)=-a\,(t_2^2+t_1t_2\cos ka).$$

Since $|f|^2=t_1^2+t_2^2+2t_1t_2\cos ka$, the bracket equals $(|f|^2+t_2^2-t_1^2)/2$, so

$$\phi'=-\frac a2\left[1+\frac{t_2^2-t_1^2}{|f|^2}\right].$$

The first term contributes $+\tfrac a2N_A$ to $w$ and cancels $-\tfrac a2N_A$. In the second,

$$\frac{n_A}{|f|^2}=\frac{\varepsilon-\Delta}{2\varepsilon(\varepsilon-\Delta)(\varepsilon+\Delta)}=\frac1{2\varepsilon(\varepsilon+\Delta)} .$$

This answers question 1:

$$w=uN_B+\frac a4\,(t_2^2-t_1^2)\left\langle\frac1{\varepsilon(\varepsilon+\Delta)}\right\rangle .$$

The centre is defined up to multiples of $a$; this branch starts on B at $u=0$. The first term is charge carried by the moving orbital. The second is charge transferred towards the stronger bond.

### The slope at rest

To first order $t_1=t_0-\alpha u$ and $t_2=t_0+\alpha u$, hence

$$t_2^2-t_1^2=(t_2-t_1)(t_2+t_1)=4t_0\alpha u .$$

Changing the sign of $u$ exchanges $t_1$ and $t_2$, which leaves $\varepsilon$ unchanged. So $N_B$ and the average are even in $u$ and do not contribute through their own derivatives. Therefore

$$\frac{dw}{du}\Big|_0=N_B+g,\qquad g=a\alpha t_0\left\langle\frac1{\varepsilon(\varepsilon+\Delta)}\right\rangle_{u=0}.$$

At $u=0$, $|f|^2=4t_0^2\cos^2(ka/2)$. Put $ka=\pi+2\theta$, so that $\theta=0$ is the zone boundary, $\varepsilon^2=\Delta^2+4t_0^2\sin^2\theta$, and $\langle F\rangle=\frac1\pi\int_0^\pi F\,d\theta$. Write

$$\frac1{\varepsilon(\varepsilon+\Delta)}=\frac{\varepsilon-\Delta}{\varepsilon|f|^2}=\frac{1-\Delta/\varepsilon}{4t_0^2\sin^2\theta}$$

and integrate by parts, with $-\cot\theta$ as the integral of $1/\sin^2\theta$. The boundary term vanishes because $1-\Delta/\varepsilon$ goes as $\theta^2$ near $\theta=0$, and likewise at $\pi$. The derivative needed is

$$\frac{d}{d\theta}\left(1-\frac\Delta\varepsilon\right)=\frac{\Delta}{\varepsilon^2}\frac{d\varepsilon}{d\theta}=\frac{4t_0^2\Delta\sin\theta\cos\theta}{\varepsilon^3},$$

so that

$$g=\frac{a\alpha t_0\Delta}{\pi}\int_0^\pi\frac{\cos^2\theta}{\varepsilon^3}\,d\theta .$$

Now set $n=4t_0^2/\Delta^2$ and $D=\sqrt{1+n\sin^2\theta}$, so $\varepsilon=\Delta D$. The complete elliptic integrals of parameter $-n$ are

$$K(-n)=\int_0^{\pi/2}\frac{d\theta}{D},\qquad E(-n)=\int_0^{\pi/2}D\,d\theta .$$

Differentiate $\sin\theta\cos\theta/D$ and replace $n\sin^2\theta$ by $D^2-1$:

$$\frac{d}{d\theta}\frac{\sin\theta\cos\theta}{D}=\frac{\cos^2\theta-\sin^2\theta}{D}-\frac{(D^2-1)\cos^2\theta}{D^3}=\frac{\cos^2\theta}{D^3}-\frac{\sin^2\theta}{D}.$$

The left side integrates to zero between $0$ and $\pi/2$. Hence

$$\int_0^{\pi/2}\frac{\cos^2\theta}{D^3}d\theta=\int_0^{\pi/2}\frac{\sin^2\theta}{D}d\theta=\frac1n\int_0^{\pi/2}\frac{D^2-1}{D}d\theta=\frac{E(-n)-K(-n)}n .$$

The integral over $(0,\pi)$ is twice this, and $n\Delta^2=4t_0^2$, so

$$g=\frac{a\alpha}{2\pi t_0}\,[E(-n)-K(-n)],\qquad N_B=\frac12\left(1+\left\langle\frac\Delta\varepsilon\right\rangle\right)=\frac12+\frac{K(-n)}\pi .$$

Two electrons per cell have the dipole $-2ew$, so the electronic Born charge of B is

$$Z_B^{\rm el}=-2\,(N_B+g)$$

in units of $e$. Three consequences follow.

- Moving both sublattices together moves $w$ by the same amount, so moving A alone gives $1-N_B-g=N_A-g$.
- If the site energies are interchanged, B takes the role of the high site, and moving it gives $N_B-g$, where $g$ keeps its value above but the weight on B is now $N_B=\frac12-K(-n)/\pi$.
- A site energy that varies linearly with $u$ changes nothing at first order, since $w=0$ at $u=0$ for every $\Delta>0$.

### Small staggered potential

For large $n$, $D\approx\sqrt n\sin\theta$ over most of the range, so $E(-n)\to\sqrt n=2t_0/\Delta$, while $K(-n)$ tends to zero. This gives the answer to question 3:

$$g\to\frac{a\alpha}{\pi\Delta},\qquad Z_B^{\rm el}\to-\frac{2a\alpha}{\pi\Delta}\qquad(\Delta\ll2t_0).$$

The weight $N_B$ tends to $1/2$ and does not grow. The inverse law belongs to the transfer part, and it dominates the whole charge once $g\gg N_B$.

The integral for $g$ shows which states are responsible. Near the zone boundary its integrand is $(\Delta^2+4t_0^2\theta^2)^{-3/2}$, a peak of height $\Delta^{-3}$ and width of order $\Delta/2t_0$. Its area is $1/(t_0\Delta^2)$, and the prefactor $a\alpha t_0\Delta/\pi$ turns this into the limit just found. The states near the minimum gap $2\Delta$ thus supply the growth.

For the first correction, $K(-n)$ is needed at large $n$. Split its range at $\eta$ with $1/\sqrt n\ll\eta\ll1$. The lower part is $\operatorname{arsinh}(\sqrt n\,\eta)/\sqrt n\approx\ln(2\sqrt n\,\eta)/\sqrt n$, and the upper part is $\ln(2/\eta)/\sqrt n$. Together $K\approx L/\sqrt n$ with $L=\ln(4\sqrt n)$. Differentiating $E(-n)$ under the integral gives $dE/dn=(E-K)/2n$, hence

$$\frac{d}{dn}\frac{E}{\sqrt n}=-\frac{K}{2n^{3/2}}\approx-\frac{L}{2n^2}.$$

Integrating from $n$ to infinity, where $E/\sqrt n=1$, gives $E\approx\sqrt n\,[1+L/2n+1/4n]$. Subtracting $K=\sqrt n\,L/n$,

$$g\approx\frac{a\alpha}{\pi\Delta}\left\{1-\frac{\Delta^2}{4t_0^2}\left[\frac12\ln\frac{8t_0}\Delta-\frac14\right]\right\}.$$

At $\Delta=0.25$ eV, with the other inputs of question 4, the bracket predicts a relative reduction of 0.00485. The slope from numerical Berry phases gives the same value to these digits.

### Numbers

For $\Delta=1.5$ eV, $n=4(2.5)^2/(1.5)^2=11.11$, $K(-n)=0.7668$ and $E(-n)=3.7939$. Then

$$N_B=0.5+\frac{0.7668}{\pi}=0.744,\qquad g=\frac{0.25\times40}{2\pi\times2.5}\,(3.7939-0.7668)=1.927 .$$

The slope is $dw/du=2.67$: the centre moves more than twice as far as the sublattice. The electronic Born charge is $-5.34\,e$. With cores of charge $+1$ on both sites, the total charge of B is $1-5.34=-4.34\,e$. A displacement of 0.001 nm moves the centre by 0.00267 nm. The projected position operator of an open chain of 120 cells gives the same shift.

With $a$, $t_0$ and $\alpha$ held fixed, the dependence on $\Delta$ is:

| $\Delta$ (eV) | $N_B$ | $g$ | $a\alpha/\pi\Delta$ |
|---|---|---|---|
| 3.00 | 0.849 | 0.812 | 1.061 |
| 1.50 | 0.744 | 1.927 | 2.122 |
| 0.50 | 0.617 | 6.265 | 6.366 |
| 0.10 | 0.534 | 31.80 | 31.83 |

The limiting law exceeds $g$ by 31 % at 3 eV, by 10 % at 1.5 eV and by 0.1 % at 0.1 eV.

## Variation 1: a finite displacement

*What happens to the diverging slope if $u$ is kept finite while $\Delta$ becomes small?*

Let $\delta=\alpha u>0$ and take a linear hopping law. Then $|f|^2=4t_0^2\sin^2\theta+4\delta^2\cos^2\theta$. For $\Delta$ and $2\delta$ both much smaller than $2t_0$, the region near $\theta=0$ dominates, where $\varepsilon^2\approx M^2+4t_0^2\theta^2$ with $M^2=\Delta^2+4\delta^2$. Substitute $2t_0\theta=M\sinh s$ and extend the limits to infinity. The transfer part of $w$ becomes

$$\frac{at_0\delta}\pi\int\frac{d\theta}{\varepsilon(\varepsilon+\Delta)}=\frac{a\delta}{2\pi}\int_{-\infty}^{\infty}\frac{ds}{M\cosh s+\Delta}.$$

With $y=\tanh(s/2)$ the last integral is

$$\int_{-1}^{1}\frac{2\,dy}{M+\Delta+(M-\Delta)y^2}=\frac{4}{\sqrt{M^2-\Delta^2}}\arctan\sqrt{\frac{M-\Delta}{M+\Delta}} .$$

Set $\Delta=M\cos\chi$. The square root in the arctangent is $\tan(\chi/2)$ and $\sqrt{M^2-\Delta^2}=2\delta$, so the integral is $\chi/\delta$, with $\tan\chi=2\delta/\Delta$. Thus

$$w-uN_B\approx\frac a{2\pi}\arctan\frac{2\alpha u}\Delta .$$

Both sides are odd in $u$, so the result holds for either sign. Its slope at $u=0$ is $a\alpha/\pi\Delta$, as before, but the shift saturates at $a/4=0.0625$ nm. The Born charge diverges because a bounded shift is completed over an ever shorter displacement, of order $\Delta/2\alpha$. The derivative must be taken before $\Delta$ is made small.

At $\Delta=0.05$ eV and $2\alpha u/\Delta=3$, the Berry phase gives a transfer shift of 0.04967 nm, and the arctangent gives 0.04970 nm.

## Variation 2: is the evenly spaced chain stable?

*Each bond has a bare spring constant $\kappa$. How far can $\Delta$ be lowered before the bonds alternate spontaneously?*

The two bonds of a cell change by $+u$ and $-u$, so they store $\kappa u^2$, a stiffness $2\kappa$. The electrons contribute $-2\langle\varepsilon\rangle$ per cell. For a linear hopping law, $\varepsilon^2=\Delta^2+4t_0^2\cos^2(ka/2)+4\alpha^2u^2\sin^2(ka/2)$, so $\partial^2\varepsilon/\partial u^2=4\alpha^2\sin^2(ka/2)/\varepsilon$ at $u=0$. The net stiffness is

$$C=2\kappa-8\alpha^2S,\qquad S=\left\langle\frac{\sin^2(ka/2)}{\varepsilon}\right\rangle_{u=0} .$$

As $\Delta$ falls, $\varepsilon$ falls at every $k$ and $S$ rises. With $\kappa=2100$ eV/nm$^2$ and $\Delta=1.5$ eV, $S=0.210$ eV$^{-1}$ and $C=4200-2686=1514$ eV/nm$^2$. The stiffness vanishes at $\Delta=0.57$ eV, where $g=5.5$. Below that value the evenly spaced chain is unstable in this model with classical nuclei, and the inverse growth no longer describes a stable structure.

These numbers depend strongly on the linear hopping law. A curvature $t''$ of $t(l)$ at $l=a/2$ adds $-8p\,t''$ to $C$, where $p$ is the bond order per spin at rest. For an exponential law with the same $t_0$ and $\alpha$, $t''=\alpha^2/t_0=640$ eV/nm$^2$. With $p=0.289$ at $\Delta=1.5$ eV this lowers $C$ from 1514 to about 35 eV/nm$^2$ if $\kappa$ is kept. The spring constant must therefore be fitted together with the hopping law, and the critical $\Delta$ found here holds for the linear law only. The slope $dw/du$ at $u=0$ does not depend on $t''$.

The same $S$ gives the effect of nearest-neighbour exchange in mean field. A repulsion $V$, taken as independent of the bond length, adds $V$ times the change of the bond order per spin to each hopping, with $t_0$ taken to include its value at rest. Let $t_2-t_1=2\delta$, and let $p_1,p_2$ be the bond orders. The energy per spin is $-\langle\varepsilon\rangle$, and its derivative with respect to $t_i$ is $-2p_i$. Hence $d\langle\varepsilon\rangle/d\delta=2(p_2-p_1)$. Direct differentiation gives $4\delta S$, so each bond order changes by $\pm S\delta$. Self-consistency then requires

$$\delta=\alpha u+VS\delta\quad\Longrightarrow\quad\delta=\frac{\alpha u}{1-VS}.$$

For $V=1$ eV, $g$ is multiplied by $1/(1-0.210)=1.27$. The electronic force $-dE/du=4\alpha(p_2-p_1)=8\alpha S\delta$ grows by the same factor. For the linear hopping law the net stiffness drops to about 800 eV/nm$^2$, and the critical $\Delta$ rises to 1.09 eV. With $t''=640$ eV/nm$^2$ for the hopping law and the same $\kappa$, the stiffness at $\Delta=1.5$ eV would be negative, about $-680$ eV/nm$^2$, so the evenly spaced chain would already be unstable there.

## The example beside a real chain

The closest real counterpart is a conjugated chain of alternating CH and N units, polymethineimine, with N taken as the low-energy site B. The values of $t_0$ and $\alpha$ have the order of magnitude usual for conjugated chains, while $\Delta=1.5$ eV is an assumption. None of them is fitted to that polymer, and the charge found is not a prediction for it. Exchange raises $g$ by 27 % for the assumed $V$. Unequal second-neighbour hopping adds $\pm2d\cos ka$ to the energies of A and B. For $d=0.1$ eV it narrows the gap at the zone boundary and raises $g$ by 13 %; for $d=-0.1$ eV it widens that gap and lowers $g$ by 10 %. Zero-point motion is estimated by treating one cell as an independent oscillator with masses 13 and 14 u and the stiffness per cell found above, 1514 eV/nm$^2$. Its rms amplitude is 0.0057 nm, against $\Delta/2\alpha=0.019$ nm. Averaging the slope for uniform displacements over this spread lowers $dw/du$ by 6 %. Both numbers belong to the linear hopping law without exchange. With the exponential law the stiffness of 35 eV/nm$^2$ is so small that the harmonic estimate, 0.015 nm, fails: higher terms of the energy confine the motion. The ground state in the full energy curve $\kappa u^2-2\langle\varepsilon\rangle$ has an rms amplitude of about 0.009 nm and lowers $dw/du$ by about 11 %. Thermal motion in the same energy curve at 300 K raises these values to about 0.010 nm and 14 %. Thermal occupation at 300 K is about $10^{-25}$ at the upper band edge, with the chemical potential at midgap. If the real bonds alternate, the slope must be taken at that $u$. By the small-$\Delta$ law of Variation 1, $g$ then falls by the factor $1/[1+(2\alpha u/\Delta)^2]$, roughly 20 % for $u=0.009$ nm, which in the straight chain is a bond-length difference $2u=0.018$ nm, and about 5 % for $2u=0.009$ nm. The whole slope $dw/du$ falls by about 15 % and 4 % in the two cases. The model chain is straight, while the real one is a zigzag. With bond angles of 120° and the same $t_0$, $\alpha$ and $a$, an axial displacement $u$ changes the bond lengths by only $u\cos30^\circ$, which lowers $g$ by about 13 %. Position matrix elements between different orbitals, and interactions beyond the exchange estimate, have not been sized. The numerical output below lists the main values.

## Computed results

```
Period a = 0.250 nm; hopping t0 = 2.50 eV
Hopping slope alpha = 40.0 eV/nm; Delta = 1.50 eV
Elliptic parameter n = 11.1111
K(-n) = 0.76681, E(-n) = 3.79385
Smallest gap 2 Delta = 3.00 eV
Weight on B, N_B = 0.7441
Transfer part g = 1.9271
Small-Delta limit of g = 2.1221
dw/du for B: formula 2.6712, Berry phase 2.6712
dw/du for A: Berry phase -1.6712
Electronic Born charge of B = -5.342 e
Total Born charge of B, cores +1 = -4.342 e
Shift for u = 0.001 nm: 0.002669 nm
Open-chain shift, same u: 0.002669 nm
Linear-range scale Delta/(2 alpha) = 0.01875 nm
Delta (eV), N_B, g, a alpha/(pi Delta), dw/du from Berry phase:
  3.00  0.8490  0.8119  1.0610  1.6609
  1.50  0.7441  1.9271  2.1221  2.6712
  1.00  0.6895  3.0260  3.1831  3.7155
  0.50  0.6172  6.2650  6.3662  6.8822
  0.25  0.5697  12.6707  12.7324  13.2404
  0.10  0.5337  31.8004  31.8310  32.3341
At Delta = 0.25 eV: 1 - g/limit = 0.004850, log formula 0.004853
Delta = 0.05 eV: 2 alpha u/Delta, transfer shift, arctan law (nm):
  0.5  0.01844  0.01845
  1.0  0.03124  0.03125
  3.0  0.04967  0.04970
Saturation value a/4 = 0.0625 nm
Second-neighbour half difference = 0.10 eV
  g with it = 2.1843, ratio to g = 1.133
Bond susceptibility S = 0.2098 1/eV
Exchange V = 1.0 eV: g is multiplied by 1.266
Bare stiffness (spring 2100 per bond) = 4200 eV/nm^2
Electronic softening = 2686 eV/nm^2
Net stiffness = 1514 eV/nm^2; with exchange 801 eV/nm^2
Critical Delta = 0.566 eV; with exchange 1.094 eV
g at critical Delta, no exchange = 5.518
Masses used: CH 13 u, N 14 u
Zero-point rms displacement = 0.00566 nm
dw/du averaged over it = 2.5151, ratio to rest value = 0.942
Thermal occupation of upper band edge, 300 K = 6.3e-26
```
